\section*{Why few-layer InSe has light electrons and a thickness-dependent conduction edge}

\section*{Question}

Electrons at the conduction edge of few-layer InSe move along the layers with a small effective mass, and the energy of that edge depends strongly on the number of layers. Do these two properties have a common cause, and what can a two-band coupling model say about each?

\section*{The mechanism: one conduction state, two directions of coupling}

An effective mass is small when a band edge is strongly coupled to another band across a modest energy gap. As the wave vector grows, the two bands mix and repel, and the upper one bends upwards. The partner band need not be the same for every direction of motion.

In InSe the conduction edge at the zone centre is built from In $s$ and Se $p_z$ orbitals, with $z$ normal to the layers. In a single layer this state is odd under reflection in the layer's middle plane. The upper valence state there is mainly Se $p_z$ and is even. This orbital assignment is an input to the model, not a result of it.

The momentum component $p_z$ is odd under the reflection, so it can connect the odd conduction state to the even valence state. The in-plane components are even. They connect the conduction state to other odd states, among them combinations of Se $p_x$ and $p_y$ orbitals lower in the valence bands. Motion along the layers and motion across them therefore use different partners.

Confinement in a thin film restricts motion across the layers. It is governed by the out-of-plane mass $m_z$ and by the coupling between layers, not by the in-plane mass $m_\parallel$. On this picture the low in-plane mass does not cause the thickness dependence; the model below builds this in by giving the two directions independent coupling parameters. The two properties occur together because the conduction state is well coupled in both directions.

\section*{The model across the layers}

Hartree atomic units are used, so $\hbar$ and the free-electron mass are one. Layer $n$ has an orbital $a_n$ on its lower Se surface and an orbital $b_n$ on its upper one, with their signs chosen so that reflection exchanges them. Inside a layer they are coupled by $-\tau$. The facing orbitals $b_n$ and $a_{n+1}$ of neighbouring layers are coupled by $w$, and $\tau>w>0$. Using the same letters for amplitudes, the equations at zero in-plane wave vector are
\begin{align}
E a_n&=-\tau b_n+w b_{n-1},\label{a}\\
E b_n&=-\tau a_n+w a_{n+1}.\label{b}
\end{align}
The sign of $w$ is a convention for a film: reversing the orbital signs in every second layer reverses it. In a bulk crystal the same change moves the band edge from $k_z=0$ to $k_z=\pi/d$, where $d$ is the layer spacing.

The states of one layer are
\begin{equation}
c_n=\frac{a_n-b_n}{\sqrt2},\qquad v_n=\frac{a_n+b_n}{\sqrt2},
\end{equation}
with energies $+\tau$ for the odd state $c$ and $-\tau$ for the even state $v$. Substituting $b_n=(v_n-c_n)/\sqrt2$ and $a_{n+1}=(v_{n+1}+c_{n+1})/\sqrt2$ in the interlayer term gives
\begin{equation}
w\,b_n^\dagger a_{n+1}=\frac w2\left(v_n^\dagger v_{n+1}-c_n^\dagger c_{n+1}
+v_n^\dagger c_{n+1}-c_n^\dagger v_{n+1}\right),
\end{equation}
to which the Hermitian conjugate is added. One contact between facing orbitals thus produces both hopping within each band and coupling between the bands.

For a bulk Bloch state let $\phi=k_zd$. The hopping terms give diagonal energies $\pm(\tau-w\cos\phi)$. The element from $v$ to $c$ is
\begin{equation}
\frac w2\left(e^{-i\phi}-e^{i\phi}\right)=-iw\sin\phi .
\end{equation}
The two-by-two Hamiltonian has zero trace, so its energies satisfy
\begin{align}
E^2&=(\tau-w\cos\phi)^2+w^2\sin^2\phi\nonumber\\
&=\tau^2+w^2-2\tau w\cos\phi. \label{bulk}
\end{align}
The conduction edge is at $\phi=0$, with energy $g=\tau-w$. The gap to the valence edge is $2g$.

\subsection*{Why the out-of-plane mass is small}

Near the edge, the diagonal energy of $c$ is $g+w\phi^2/2$. The interband element is approximately $-iw\phi$, and second-order repulsion across the gap $2g$ adds $w^2\phi^2/(2g)$. Setting the sum of the quadratic terms equal to $k_z^2/(2m_z)$ gives
\begin{equation}
\frac1{m_z}=wd^2+\frac{w^2d^2}{g}
=\frac{wd^2(g+w)}g=\frac{\tau wd^2}{\tau-w}. \label{mz}
\end{equation}
The first term is same-band hopping. The second is the two-band contribution, and it grows as the gap closes. If $w$ tends to zero, $m_z$ diverges and electrons stay in their layers.

\section*{The edge of an $N$-layer film}

A film ends in complete layers. Its missing neighbours can be represented by the conditions $b_0=0$ and $a_{N+1}=0$. Take $b_n=\sin(n\theta)$. Equation \eqref{a} then gives
\begin{equation}
Ea_n=-\tau\sin(n\theta)+w\sin[(n-1)\theta]. \label{amp}
\end{equation}
Multiply \eqref{b} by $E$ and insert this expression:
\begin{align}
E^2\sin(n\theta)={}&(\tau^2+w^2)\sin(n\theta)\nonumber\\
&-\tau w\{\sin[(n-1)\theta]+\sin[(n+1)\theta]\}.
\end{align}
The bracket equals $2\cos\theta\sin(n\theta)$, so the equation holds when
\begin{equation}
E^2=\tau^2+w^2-2\tau w\cos\theta. \label{film}
\end{equation}
Setting $a_{N+1}=0$ in \eqref{amp} gives the quantization condition
\begin{equation}
\tau\sin[(N+1)\theta]=w\sin(N\theta). \label{quant}
\end{equation}

To count its roots, call the left side minus the right side $f(\theta)$. Just above $\theta=0$, $f\approx[\tau(N+1)-wN]\theta>0$. At $\theta_j=j\pi/(N+1)$, with $j=1,\ldots,N$, the left side vanishes and
\begin{equation}
f(\theta_j)=-w\sin(j\pi-\theta_j)=(-1)^jw\sin\theta_j .
\end{equation}
The signs alternate, starting with a negative value at $j=1$. There is therefore a root in each of the $N$ intervals ending at $\theta_1,\ldots,\theta_N$. Reversing all $b_n$ reverses $E$, so the $2N$ levels form $N$ pairs, and these $N$ roots account for all of them. Since \eqref{film} rises with $\theta$ on $(0,\pi)$, the conduction edge $E_N$ belongs to the root in $(0,\pi/(N+1))$.

\subsection*{One layer, two layers and bulk}

For one layer, \eqref{quant} gives $2\tau\cos\theta=w$, and \eqref{film} returns $E_1=\tau$, as it must. For two layers, reflection of the whole film lets us write $a_2=sb_1$ and $b_2=sa_1$, with $s=\pm1$. Then $Ea_1=-\tau b_1$ and $Eb_1=-\tau a_1+swb_1$. Eliminating $a_1$ gives $E^2-swE-\tau^2=0$. The lower positive solution has $s=-1$:
\begin{equation}
E_2=\sqrt{\tau^2+\frac{w^2}{4}}-\frac w2. \label{two}
\end{equation}
For a very thick film $\theta\to0$ and $E_\infty=\tau-w$. The full change from monolayer to bulk is therefore
\begin{equation}
E_1-E_\infty=w. \label{range}
\end{equation}
The contact between facing orbitals sets the range of the thickness effect.

The edge falls with every added layer. Eliminating the $a_n$ from \eqref{a} and \eqref{b} leaves a matrix for $E^2$ acting on the $b_n$. Its diagonal elements are $\tau^2+w^2$, except for $\tau^2$ at $n=N$, and its neighbouring elements are $-\tau w$. Deleting the row and column $n=1$ leaves the matrix of the film with $N-1$ layers. A minimum over fewer trial vectors cannot be lower, so $E_N\le E_{N-1}$. Equality would require a lowest eigenvector with $b_1=0$; the recursion would then make every $b_n$ zero. Hence $E_N<E_{N-1}$.

\subsection*{From the film to an effective confinement width}

For a thick film write $(N+1)\theta=\pi-\delta$. Condition \eqref{quant} becomes $\tau\sin\delta=w\sin(\delta+\theta)$. For small angles this is $\tau\delta=w(\delta+\theta)$, so $\delta=w\theta/g$. Therefore
\begin{equation}
\theta\approx\frac{\pi}{N+\nu},\qquad
\nu=1+\frac wg=\frac{\tau}{\tau-w}. \label{nu}
\end{equation}
Expanding the square root of \eqref{film} through fourth order gives
\begin{equation}
E_N-g\approx\frac{\tau w\theta^2}{2g}
\left[1-\theta^2\left(\frac1{12}+\frac{\tau w}{4g^2}\right)\right]. \label{expand}
\end{equation}
The neglected terms in $\delta$ are of order $\theta^3$. They change $\theta$ by a relative amount of that order and do not affect the bracket at order $\theta^2$. The leading result, with \eqref{mz}, is
\begin{equation}
E_N-E_\infty\approx\frac{\pi^2}{2m_zd^2(N+\nu)^2}. \label{parabola}
\end{equation}
This is the energy of a particle of mass $m_z$ in a hard-walled well of width $(N+\nu)d$, not $Nd$. The offset $\nu$ comes from the way the film ends and grows as the gap closes.

\subsection*{What the two-band part contributes}

If the $c$--$v$ coupling is removed but same-band hopping is kept, the conduction states form a chain with site energy $\tau$ and hopping $-w/2$. Its lowest state has amplitudes $\sin[n\pi/(N+1)]$ and energy
\begin{equation}
E_N^{(c)}=\tau-w\cos\frac{\pi}{N+1}. \label{conly}
\end{equation}
The monolayer and bulk edges are unchanged, so the two-band part does not alter the total range $w$. It changes how the edge approaches bulk. The full film has $N$ negative and $N$ positive levels. By the max--min principle, its $(N+1)$th level is at least the lowest energy found within any $N$-dimensional subspace. Choosing the subspace of the $c_n$ gives $E_N\ge E_N^{(c)}$. Repulsion from the valence states thus cannot lower the film edge, and it can make the confinement shift persist to greater thickness.

\section*{The mass along the layers}

Now let the electron have a small in-plane wave vector $k$. Each layer has odd and even in-plane partner states at energy $\varepsilon_x$, coupled to $c_n$ and $v_n$ by $P_ck$ and $P_vk$. Partner hopping between layers is neglected, because $p_x$ and $p_y$ orbitals do not point across the gap and overlap less than $p_z$ orbitals. It is not zero in a real crystal: with the parameters used below, a partner hopping of $\pm0.003$ hartree would move the monolayer-to-bulk mass excess from 22\% to about 16\% or 29\%, depending on its sign. All states also carry the free kinetic energy $k^2/2$.

Let $W_c$ and $W_v=1-W_c$ be the total weights of $c$ and $v$ in the film-edge state. The partner coupling has no first-order effect. All partners have the same energy, so the second-order sum needs one denominator:
\begin{equation}
E_N(k)-E_N=\frac{k^2}{2}+
\frac{k^2(P_c^2W_c+P_v^2W_v)}{E_N-\varepsilon_x}+O(k^4).
\end{equation}
Equating the quadratic part to $k^2/(2m_\parallel)$ gives
\begin{equation}
\frac1{m_\parallel}=1+
\frac{2(P_c^2W_c+P_v^2W_v)}{E_N-\varepsilon_x}. \label{mpar}
\end{equation}
The partners lie below the edge and push it upwards, so both terms are positive.

The weights follow from the film energy. The intralayer energy is $\tau(W_c-W_v)$. Differentiating a normalized eigenstate's energy with respect to $\tau$ therefore gives
\begin{equation}
\frac{\partial E_N}{\partial\tau}=W_c-W_v,\qquad
W_c=\frac12\left(1+\frac{\partial E_N}{\partial\tau}\right).
\end{equation}
For a monolayer $W_c=1$. The bulk edge also has $W_c=1$, because the interband element vanishes at $\phi=0$. A film of intermediate thickness contains some $v$ character.

Equation \eqref{mpar} links the two properties. Confinement raises $E_N$ and enlarges the gap to the in-plane partners. If $|P_v|\le|P_c|$, the electron is therefore heavier along the layers than in bulk. The small in-plane mass itself comes from $P_c$, which is absent from the film energies at $k=0$.

\section*{The numbers}

Take the round model values $\tau=0.050$, $w=0.025$ and $\varepsilon_x=-0.070$ hartree, $d=16$ bohr, $P_c=0.55$ and $P_v=0$ in atomic units. They illustrate the mechanism and are not fitted parameters of InSe. The bulk edge is $g=0.025$ hartree. Equation \eqref{mz} gives
\begin{equation}
\frac1{m_z}=0.025(16)^2+\frac{(0.025)^2(16)^2}{0.025}
=6.4+6.4=12.8,
\end{equation}
so $m_z=0.078$ electron masses. Half of the inverse mass comes from the two-band coupling. Along the layers,
\begin{equation}
\frac1{m_\parallel}=1+\frac{2(0.55)^2}{0.025+0.070}=7.37,
\end{equation}
or $m_\parallel=0.136$ electron masses in bulk.

The lowest root of \eqref{quant}, found numerically where needed, gives the following edge shifts. The column labelled ``no $c$--$v$'' uses \eqref{conly}. Energies are in hartree and masses in electron masses.
\begin{center}
\begin{tabular}{rcccc}
$N$ & $E_N-E_\infty$ & no $c$--$v$ & $W_c$ & $m_\parallel$\\
1 & 0.0250 & 0.0250 & 1.000 & 0.166\\
2 & 0.0140 & 0.0125 & 0.985 & 0.155\\
3 & 0.0091 & 0.0073 & 0.981 & 0.149\\
5 & 0.0047 & 0.0033 & 0.982 & 0.144\\
10 & 0.0017 & 0.0010 & 0.990 & 0.139
\end{tabular}
\end{center}

The total shift is $0.025$ hartree, or $0.68$ eV. The first added layer accounts for $0.011$ hartree, or $0.30$ eV. In a channel with both monolayer and bilayer regions, this difference would act as a potential step if the regions were otherwise electrostatically equivalent. For thick films, differentiating \eqref{parabola} shows that the step per added layer falls as $(N+\nu)^{-3}$.

At ten layers the shift is about 1.6 times its value without $c$--$v$ coupling. For very thick films the ratio tends to two, because the inverse mass $12.8$ is twice the same-band value $6.4$.

Here $\nu=2$. Formula \eqref{parabola} gives $0.0274$ hartree for one layer and $0.00171$ hartree for ten, respectively about 10\% and 3\% above the model shifts. The closeness for one layer is an accident of the chosen values, because $\theta$ is not small there. For $N=1$ the ratio of \eqref{parabola} to the exact shift $w$ is $\pi^2\nu/[2(1+\nu)^2]$. With $w=0.040$ hartree, and so $\nu=5$, the formula would be 31\% too low. A hard-walled well of width $d$ would give $0.247$ hartree for one layer, ten times too much. That energy exceeds the whole conduction bandwidth, $(\tau+w)-(\tau-w)=2w=0.050$ hartree, so the parabolic band has no validity there.

The in-plane mass is 22\% larger in the monolayer than in bulk. Since $W_c=1$ in both, the difference comes from the denominator in \eqref{mpar}, which changes from $0.095$ to $0.120$ hartree. The choice $P_v=0$ matters little here: setting $P_v=P_c$ changes the bilayer mass from $0.155$ to $0.153$.

\subsection*{Separating the two properties}

Reduce $w$ fivefold to $0.005$ hartree and leave the other parameters unchanged. The total edge shift falls to $0.005$ hartree, and $m_z$ rises to $0.70$ electron masses. Yet $m_\parallel$ in bulk is $0.160$, still light. This layered material would keep a low in-plane mass with only one fifth of the total edge shift. Conversely, reducing $P_c$ would make the in-plane mass heavier and leave every $E_N$ at $k=0$ unchanged.

\section*{Where the explanation stops}

The symmetry between $+E$ and $-E$ makes the valence edge rise by as much as the conduction edge falls when layers are added. That equality is a property of this model. Hopping between like orbitals of neighbouring layers, or a shift in the energies of facing orbitals where two layers touch, would divide the gap change differently. The model also gives surface and inner layers the same parameters, and it omits strain, spin--orbit coupling, excitons and changes in electronic screening with thickness. It also omits higher conduction states, which lower $1/m_\parallel$, and the dependence of $w$ on the in-plane wave vector. Facing Se atoms are laterally offset, so $w$ contributes directly to $1/m_\parallel$: three neighbours offset by $4.4$ bohr would lower the bulk in-plane mass by about 3\% and raise the monolayer excess from 22\% to 26\%. These can alter the numbers for real InSe.

The bulk-edge and thick-film formulas require $\tau>w$. As $w$ approaches $\tau$ the bulk gap closes, $\nu$ diverges, and \eqref{parabola} needs ever thicker films. Within its range, the model assigns the strong edge shift to contact across the interlayer gap and the low in-plane mass to coupling with $p_x$ and $p_y$ states.

Numerical values quoted here were computed with a short program.
